# The paramagnetic current of hydrogen 1s is not its observable current

Put a hydrogen atom in a magnetic field of 10 T along $z$, and measure the vector potential from a point on the $x$ axis 10 bohr from the nucleus. Take the ground-state wavefunction $\psi$ in this gauge, form $\mathrm{Im}(\psi^*\nabla\psi)$ and divide by the density. The result is a velocity of 465 m/s along $y$, the same at every point of the atom. Yet the nucleus is fixed, the state is stationary, and the electron stays bound to it. What is moving at 465 m/s?

## The belief and its appeal

The belief is that $\mathrm{Im}(\psi^*\nabla\psi)$ is the probability current, in a magnetic field as without one. There is a good case for it. Without a vector potential it is the current, it obeys the continuity equation, and its integral is the mean momentum, which for unit mass is the mean velocity. A magnetic field of 10 T is also a very small perturbation of an atom, so a small correction might seem to be all that is at stake.

The belief fails because momentum and velocity become different operators once a vector potential is present. The difference need not be small compared with the current one wants.

## Which current the Hamiltonian conserves

I use atomic units, with electron mass and $\hbar$ equal to 1 and electron charge $-1$. The nucleus is fixed at the origin. For the orbital motion

$$H=\tfrac12\boldsymbol\pi^2+V,\qquad \boldsymbol\pi=\mathbf p+\mathbf A=-i\nabla+\mathbf A,\qquad V=-\frac1r .$$

From $i\,\partial_t\psi=H\psi$, the density $n=|\psi|^2$ changes at the rate

$$\partial_t n=2\,\mathrm{Re}(\psi^*\partial_t\psi)=2\,\mathrm{Im}(\psi^*H\psi)=\mathrm{Im}(\psi^*\boldsymbol\pi\cdot\boldsymbol\pi\psi),$$

because $V$ is real and drops out. Write $\mathbf F=\boldsymbol\pi\psi$. The product rule gives

$$\psi^*\boldsymbol\pi\cdot\mathbf F=-i\nabla\cdot(\psi^*\mathbf F)+(i\nabla\psi^*+\mathbf A\psi^*)\cdot\mathbf F .$$

The bracket is $(\boldsymbol\pi\psi)^*=\mathbf F^*$, so the last term is $|\mathbf F|^2$, which is real. Only the divergence has an imaginary part, and

$$\partial_t n=-\nabla\cdot\mathbf j,\qquad \mathbf j=\mathrm{Re}(\psi^*\boldsymbol\pi\psi)=\underbrace{\mathrm{Im}(\psi^*\nabla\psi)}_{\mathbf j_p}+n\mathbf A .$$

The first part is called paramagnetic and the second diamagnetic. This $\mathbf j$ is the particle current; the electric current is $-\mathbf j$.

Continuity alone would allow any divergence-free field to be added to $\mathbf j$. The energy removes this freedom. A small change $\delta\mathbf A$ changes $H$ by $\tfrac12(\boldsymbol\pi\cdot\delta\mathbf A+\delta\mathbf A\cdot\boldsymbol\pi)$. By the Hellmann–Feynman theorem the energy of a normalized eigenstate changes by the expectation value of this operator,

$$\delta E=\int \mathrm{Re}(\psi^*\boldsymbol\pi\psi)\cdot\delta\mathbf A\,d^3r=\int\mathbf j\cdot\delta\mathbf A\,d^3r .$$

So the orbital current that couples to magnetic fields is the sum $\mathbf j_p+n\mathbf A$. The electron's spin adds a magnetization current built from the spin density. A phase factor in the spatial wavefunction does not affect that density, and I leave this contribution out.

## What a change of gauge does to each part

Replace $\mathbf A$ by $\mathbf A'=\mathbf A+\nabla\chi$, with $\chi$ independent of time. The magnetic field is unchanged. For any function $f$,

$$(-i\nabla+\mathbf A+\nabla\chi)\,e^{-i\chi}f=e^{-i\chi}(-i\nabla-\nabla\chi+\mathbf A+\nabla\chi)f=e^{-i\chi}\boldsymbol\pi f .$$

Applying this twice shows that $\psi'=e^{-i\chi}\psi$ is an eigenfunction of the new Hamiltonian with the old energy. The density is the same, but

$$\mathbf j_p'=\mathrm{Im}\left[\psi^*(\nabla\psi-i\psi\nabla\chi)\right]=\mathbf j_p-n\nabla\chi,\qquad n\mathbf A'=n\mathbf A+n\nabla\chi .$$

The two changes cancel in the sum. Neither part alone is a property of the atom, since a change of gauge adds $-\nabla\chi$ to the velocity $\mathbf j_p/n$ and $+\nabla\chi$ to $\mathbf A$ without altering the field. Because only a gradient is added, the curls of these two velocity fields stay fixed where $n\neq0$.

For a uniform field with gauge origin $\mathbf R$,

$$\mathbf A_R=\tfrac12\mathbf B\times(\mathbf r-\mathbf R)=\mathbf A_0-\mathbf u,\qquad \mathbf A_0=\tfrac12\mathbf B\times\mathbf r,\qquad \mathbf u=\tfrac12\mathbf B\times\mathbf R .$$

Since $\mathbf u$ is constant, the shift is the gauge transformation with $\chi=-\mathbf u\cdot\mathbf r$, and $\psi_R=e^{i\mathbf u\cdot\mathbf r}\psi_0$.

It remains to find $\psi_0$, the state with the gauge origin at the nucleus. Using $\mathbf A_0\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)$ and $|\mathbf A_0|^2=\tfrac14B^2\rho^2$, where $\rho$ is the distance from the $z$ axis,

$$H_0=\tfrac12p^2-\frac1r+\tfrac12BL_z+\tfrac18B^2\rho^2 .$$

$L_z$ is conserved, so the state that grows out of 1s as the field is switched on keeps $m=0$. For $m=0$ the term in $L_z$ vanishes and the remaining operator is real. If the level is nondegenerate among the $m=0$ states, $\psi_0$ can be chosen real. Its paramagnetic current is then zero, and in the displaced gauge

$$\mathbf j_p=n\mathbf u,\qquad n\mathbf A_R=\tfrac12n\,\mathbf B\times\mathbf r-n\mathbf u,\qquad \mathbf j=\tfrac12n\,\mathbf B\times\mathbf r .$$

Two points of wording matter here. The drift velocity $\mathbf u$ is uniform, but the drift current $n\mathbf u$ follows the density. And the diamagnetic current does not simply cancel the paramagnetic one: it cancels the drift and leaves a circulation around the nucleus.

## The numbers at 10 T

In atomic units 10 T is $B=4.254\times10^{-5}$. With $\mathbf R$ along $x$ and $X=10$ bohr, $\mathbf B\times\mathbf R$ points along $y$, and

$$u=\tfrac12BX=\tfrac12(4.254\times10^{-5})(10)=2.127\times10^{-4},$$

which is 465.4 m/s. The $y$ component of $\mathbf A_R$ is $\tfrac12B(x-X)$. At $x=1$ bohr it is $-\tfrac{9}{10}u$, and at $x=-2$ bohr it is $-\tfrac{12}{10}u$. The $y$ components of current divided by density, in m/s and each rounded separately, are:

| Point (bohr) | Paramagnetic | Diamagnetic | Total |
|---|---:|---:|---:|
| $(1,0,0)$ | 465.4 | −418.8 | 46.5 |
| $(0,1,0)$ | 465.4 | −465.4 | 0.0 |
| $(-2,0,0)$ | 465.4 | −558.4 | −93.1 |

At $(0,1,0)$ there is also an $x$ component of $-46.5$ m/s, all of it diamagnetic. The total therefore runs counterclockwise around the field, seen with $\mathbf B$ pointing at the viewer. The physical speed is $\tfrac12B\rho$, so at 1 bohr from the $z$ axis the paramagnetic velocity is ten times the physical one, and moving the gauge origin farther away makes the ratio larger.

The density is 0.0431 bohr$^{-3}$ at $(1,0,0)$ and 0.00583 bohr$^{-3}$ at $(-2,0,0)$. The drift current thus differs between these points by a factor of about 7.4, although the drift velocity is the same.

A limiting case shows how little the drift has to do with magnetism. Let $B\to0$ and $X\to\infty$ with $BX$ fixed. At any fixed point $\mathbf A_R$ tends to the constant $-\mathbf u$, and the magnetic field disappears. The paramagnetic current is still $n\mathbf u$, while the total current tends to zero. So there is no uniform motion at 465 m/s. At 10 T the circulation reaches that speed only at $\rho=10$ bohr, where the density is negligible. The gauge origin lies at this distance from the axis, and at that point $\mathbf A_R=0$ and $\mathbf j=\mathbf j_p$. Averaged over the whole atom, the 465 m/s is the mean canonical momentum in this gauge, which changes with the gauge origin, $\langle\mathbf p\rangle=\mathbf u$, in a state whose mean velocity is $\langle\mathbf p+\mathbf A_R\rangle=0$.

## Choosing a better origin does not save the belief

One might put the gauge origin at the nucleus and trust $\mathbf j_p$ there. The spurious drift then disappears, but $\mathbf j_p$ is zero everywhere and misses the real circulation. No other gauge helps: $\mathbf j_p=\mathbf j$ requires $n\mathbf A=0$, and a vector potential that vanishes throughout the electron cloud gives no magnetic field there.

Nor is the error always a uniform drift. The Landau gauge $\mathbf A_L=(0,Bx,0)$ equals $\mathbf A_0+\nabla(\tfrac12Bxy)$. The transformation rule then gives

$$\mathbf j_p=-\tfrac12nB\,(y,x,0),\qquad \mathbf j_p+n\mathbf A_L=\tfrac12nB\,(-y,x,0).$$

The paramagnetic pattern has changed, while the sum is again $\tfrac12n\,\mathbf B\times\mathbf r$.

## The opposite error: a wavefunction that cannot follow

The cancellation needs the wavefunction that belongs to the gauge. Suppose one displaces the origin but keeps the real field-free function $\phi=e^{-r}/\sqrt\pi$. Now $\mathbf j_p=0$, and the supposed total is $n(\mathbf A_0-\mathbf u)$. The average of $\mathbf A_0$ over the spherical density vanishes, so the mean velocity is $-\mathbf u$: the atom appears to drift at 465 m/s in the other direction.

This current also violates continuity. Since $\nabla\cdot\mathbf A_R=0$, and $\nabla n$ is radial and so perpendicular to $\mathbf A_0$,

$$\nabla\cdot\mathbf j=\nabla n\cdot(\mathbf A_0-\mathbf u)=-\mathbf u\cdot\nabla n .$$

At $(0,1,0)$ the derivative $\partial n/\partial y$ is $-2n$, so the divergence is $2un=2(2.127\times10^{-4})(0.0431)=1.83\times10^{-5}$ atomic units. A stationary state requires zero.

The energy suffers too. For a real function the terms linear in $\mathbf A$ average to zero, leaving $\tfrac12\langle|\mathbf A_0-\mathbf u|^2\rangle=\tfrac12\langle|\mathbf A_0|^2\rangle+\tfrac12u^2$. The last term, $2.26\times10^{-8}$ hartree here, is the price of the wrong phase.

First-order perturbation theory shows what is missing. Let $h=\tfrac12p^2-1/r$, with $h\phi=E_0\phi$. To first order in the field the perturbation is $\mathbf A_0\cdot\mathbf p-\mathbf u\cdot\mathbf p$. The first term is proportional to $L_z$ and gives zero on $\phi$. The first-order energy vanishes, so the correction $\phi_1$ obeys

$$(h-E_0)\phi_1=\mathbf u\cdot\mathbf p\,\phi .$$

From $[h,\mathbf r]=-i\mathbf p$ follows $(h-E_0)\mathbf r\phi=-i\mathbf p\phi$. Multiplying by $i\mathbf u$ gives the solution $\phi_1=i\,\mathbf u\cdot\mathbf r\,\phi$, the first-order term in the expansion of $e^{i\mathbf u\cdot\mathbf r}\phi$ in powers of $\mathbf u$. It is a p-type function with an imaginary coefficient.

A variational calculation shows the effect. I diagonalized $H$ in real polynomials in $x$, $y$, $z$ and $r$, even in $z$ and at most linear in $r$, times $e^{-r}$, allowing complex coefficients and computing the matrix elements by quadrature. With $e^{-r}$ alone the mean velocity is $-465.4$ m/s. With first-degree functions added, among them $y\,e^{-r}$, it is 0.00 m/s to the digits given. The cure works here because the basis contains $y\,\phi$ itself. A basis of real, field-independent functions that cannot represent $y\,\phi$ turns a choice of gauge into an apparent motion, and p-type functions of the wrong radial shape remove only part of it. The alternative is to build the phase $e^{i\mathbf u\cdot\mathbf r}$ into the basis function, as London orbitals do; the function $e^{i\mathbf u\cdot\mathbf r}\phi$ alone has no drift.

## What the total current predicts

Changing the field strength changes the vector potential by $\delta\mathbf A=\tfrac12\delta\mathbf B\times(\mathbf r-\mathbf R)$. The energy formula then gives

$$\delta E=\tfrac12\,\delta\mathbf B\cdot\int(\mathbf r-\mathbf R)\times\mathbf j\,d^3r .$$

The part with $\mathbf R$ drops out. In a stationary state $\nabla\cdot\mathbf j=0$, so $j_k=\nabla\cdot(x_k\mathbf j)$, which integrates to zero for a bound state. Inserting $\mathbf j=\tfrac12n\,\mathbf B\times\mathbf r$, the orbital magnetic moment is

$$M_z=-\frac{\partial E}{\partial B}=-\tfrac12\int(\mathbf r\times\mathbf j)_z\,d^3r=-\tfrac14B\langle\rho^2\rangle .$$

For the 1s density $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$, so $\langle\rho^2\rangle=2$ and $M_z=-B/2$ in weak fields. The orbital moment opposes the field, so the orbital response is diamagnetic. The atom as a whole is not: the spin moment left out here, about $\tfrac12$ atomic unit, is far larger than the orbital moment at 10 T.

For this state the current formula is not limited to weak fields, provided $n$ is the density in the field. It does rest on the symmetry about the field axis that made $\psi_0$ real. In a molecule with the field perpendicular to the bond, $L_z$ mixes in excited states, the total current is no longer $\tfrac12n\,\mathbf B\times\mathbf r$, and the moment gains a paramagnetic part. At $B=0.1$ atomic units, about 23,500 T, diagonalization with polynomials up to degree 8 gives an energy of $-0.497526$ hartree with the gauge origin at the nucleus, with it displaced by 2 bohr, and in the Landau gauge. The moment is $-0.04896$ atomic units, against $-0.05$ from the weak-field formula. By the expression for $M_z$ this means $\langle\rho^2\rangle=1.958$ instead of 2: the field has drawn the electron slightly closer to the axis. This change, unlike the 465 m/s, does not depend on where the vector potential is measured from.
